# The RPA trace formula and its equivalence to ring coupled-cluster doubles: test program

```python
"""
Result under test: for real symmetric A, B with A+B and A-B positive definite,
    Ec = (sum Omega - Tr A)/2 = Tr(B T)/2,   T = Y X^-1,
    B + A T + T A + T B T = 0   (ring coupled-cluster doubles).
A, B      : particle-hole matrices of the quasi-boson Hamiltonian
            H = sum A b+b + (1/2) sum B (b+b+ + bb)
X, Y      : normal-mode coefficients, Q+ = X b+ - Y b;  Omega: mode energies
D, K      : diagonal orbital-energy gaps and direct Coulomb matrix
W         : statically screened Coulomb interaction (BSE)
All energies are in hartree unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp
from pyscf.scf import hf

hf.MUTE_CHKFILE = True
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def normal_modes(A, B):
    """Positive mode energies and X, Y normalized to X^T X - Y^T Y = 1."""
    d, U = np.linalg.eigh(A - B)
    assert d.min() > 0 and np.linalg.eigvalsh(A + B).min() > 0
    root = (U * np.sqrt(d)) @ U.T
    inverse_root = (U / np.sqrt(d)) @ U.T
    omega2, Z = np.linalg.eigh(root @ (A + B) @ root)
    omega = np.sqrt(omega2)
    plus = root @ Z / np.sqrt(omega)
    minus = inverse_root @ Z * np.sqrt(omega)
    return omega, (plus + minus) / 2, (plus - minus) / 2


def trace_energy(A, B):
    return 0.5 * (normal_modes(A, B)[0].sum() - np.trace(A))


def residual(A, B, T):
    return B + A @ T + T @ A + T @ B @ T


def iterate_amplitudes(A, B):
    """Solve the ring equation from T = 0, without any normal modes."""
    a, U = np.linalg.eigh(A)
    b = U.T @ B @ U
    T = np.zeros_like(A)
    for count in range(1, 1001):
        new = -(b + T @ b @ T) / (a[:, None] + a[None, :])
        change = np.abs(new - T).max()
        T = new
        if change < 1e-13:
            return U @ T @ U.T, count
    raise RuntimeError("amplitudes did not converge")


def coupling_energy(D, kernel_A, kernel_B, K):
    """Coulomb energy integrated over the coupling strength from 0 to 1."""
    nodes, weights = np.polynomial.legendre.leggauss(14)
    total = 0.0
    for x, w in zip(nodes, weights):
        lam = (x + 1) / 2
        _, X, Y = normal_modes(D + lam * kernel_A, lam * kernel_B)
        P = (X + Y) @ (X + Y).T - np.eye(len(D))
        total += 0.5 * w * 0.5 * np.trace(K @ P)
    return total


# ---- Two boson modes: exact Fock-space diagonalization ----
A = np.array([[1.0, 0.1], [0.1, 1.4]])
B = np.array([[0.4, 0.2], [0.2, 0.3]])
omega, X, Y = normal_modes(A, B)
T = Y @ np.linalg.inv(X)
E_two = trace_energy(A, B)
n = 24
lower = np.diag(np.sqrt(np.arange(1, n)), 1)
b = [np.kron(lower, np.eye(n)), np.kron(np.eye(n), lower)]
H = np.zeros((n * n, n * n))
for p in range(2):
    for q in range(2):
        H += A[p, q] * b[p].T @ b[q]
        H += 0.5 * B[p, q] * (b[p].T @ b[q].T + b[p] @ b[q])
levels, states = np.linalg.eigh(H)
c = states[:, 0]
T_fock = np.array([[np.sqrt(2) * c[2 * n], c[n + 1]],
                   [c[n + 1], np.sqrt(2) * c[2]]]) / c[0]
vacuum_weight = np.sqrt(np.linalg.det(np.eye(2) - T @ T))
assert abs(levels[0] - E_two) < 1e-9
assert abs(levels[1] - levels[0] - omega[0]) < 1e-8
assert np.allclose(T_fock, T, atol=1e-8)
assert abs(c[0]**2 - vacuum_weight) < 1e-8
assert np.abs(residual(A, B, T)).max() < 1e-12
# Exchange the first mode for its negative-energy partner.
X_wrong, Y_wrong = X.copy(), Y.copy()
X_wrong[:, 0], Y_wrong[:, 0] = Y[:, 0], X[:, 0]
T_wrong = Y_wrong @ np.linalg.inv(X_wrong)
E_wrong = 0.5 * np.trace(B @ T_wrong)
assert np.abs(residual(A, B, T_wrong)).max() < 1e-10
assert np.linalg.norm(T_wrong, 2) > 1 > np.linalg.norm(T, 2)
assert abs(E_wrong - (E_two - omega[0])) < 1e-10
print("TWO BOSON MODES (hartree; T dimensionless)")
print("A11 A12 A22 =", A[0, 0], A[0, 1], A[1, 1])
print("B11 B12 B22 =", B[0, 0], B[0, 1], B[1, 1])
print("Omega1 Omega2 = %.6f %.6f" % tuple(omega))
print("sum Omega, Tr A = %.6f %.6f" % (omega.sum(), np.trace(A)))
print("T11 T12 T22 = %.6f %.6f %.6f" % (T[0, 0], T[0, 1], T[1, 1]))
print("Ec trace formula = %.8f" % E_two)
print("Ec Tr(BT)/2 = %.8f" % (0.5 * np.trace(B @ T)))
print("Ec Fock diagonalization = %.8f" % levels[0])
print("vacuum weight, Fock = %.6f" % c[0]**2)
print("vacuum weight, determinant = %.6f" % vacuum_weight)
print("norm T, norm of wrong root = %.5f %.5f"
      % (np.linalg.norm(T, 2), np.linalg.norm(T_wrong, 2)))
print("energy of wrong root = %.6f" % E_wrong)

# ---- N two-level fermions: H = gap Jz + (g/2N)(J+ + J-)^2 ----
gap, g = 1.0, 0.5
A1, B1 = np.array([[gap + g]]), np.array([[g]])
E_limit = trace_energy(A1, B1)
T_limit = iterate_amplitudes(A1, B1)[0][0, 0]
print("N TWO-LEVEL FERMIONS (hartree; T dimensionless)")
print("gap, g = %.1f %.1f" % (gap, g))
print("boson Omega = %.6f" % normal_modes(A1, B1)[0][0])
print("boson limit Ec, T = %.6f %.6f" % (E_limit, T_limit))
errors, T_errors = [], []
for N in (50, 100, 200, 400):
    J = N / 2
    m = -J + np.arange(N + 1)
    raising = np.diag(np.sqrt(J * (J + 1) - m[:-1] * (m[:-1] + 1)), -1)
    jump = raising + raising.T
    H = np.diag(gap * m) + g / (2 * N) * jump @ jump
    e, v = np.linalg.eigh(H)
    E_exact = e[0] - H[0, 0]
    T_exact = np.sqrt(2) * v[2, 0] / v[0, 0]
    errors.append(E_exact - E_limit)
    T_errors.append(T_exact - T_limit)
    print("N = %3d: exact Ec, T = %.6f %.6f" % (N, E_exact, T_exact))
assert abs(errors[-2] / errors[-1] - 2) < 0.1
assert abs(T_errors[-2] / T_errors[-1] - 2) < 0.1
print("Ec error ratio N=200 to N=400 = %.4f" % (errors[-2] / errors[-1]))

# ---- Water, Hartree-Fock orbitals ----
bond, angle = 1.81, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
E_hf = mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
v = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), C, C, C, C,
              optimize=True)
no = mol.nelectron // 2
nv = len(eps) - no
M = no * nv
o, u = slice(0, no), slice(no, None)
gaps = (eps[u][None, :] - eps[o][:, None]).ravel()
D = np.diag(gaps)
ovov = v[o, u, o, u].reshape(M, M)
K = 2 * ovov
A, B = D + K, K
omega, X, Y = normal_modes(A, B)
T_modes = Y @ np.linalg.inv(X)
T, iterations = iterate_amplitudes(A, B)
E_trace = trace_energy(A, B)
E_ring = 0.5 * np.trace(B @ T)
assert np.allclose(T, T_modes, atol=1e-9)
assert abs(E_trace - E_ring) < 1e-9
full = np.block([[A, B], [-B, -A]])
roots = np.sort(np.linalg.eigvals(full).real)[M:]
assert np.allclose(roots, omega, atol=1e-7)
assert np.allclose(np.sort(np.linalg.eigvals(A + B @ T).real), omega,
                   atol=1e-7)
# Both spins explicitly, as a test of the singlet reduction.
K_spin = np.kron(np.ones((2, 2)), ovov)
D_spin = np.kron(np.eye(2), D)
assert abs(trace_energy(D_spin + K_spin, K_spin) - E_trace) < 1e-9
# Imaginary-frequency logarithm from the noninteracting response.
nodes, weights = np.polynomial.legendre.leggauss(120)
E_frequency = 0.0
for x, w in zip(nodes, weights):
    freq = (1 + x) / (1 - x)
    factor = np.sqrt(2 * gaps / (gaps**2 + freq**2))
    G = factor[:, None] * K * factor[None, :]
    value = np.linalg.slogdet(np.eye(M) + G)[1] - np.trace(G)
    E_frequency += w * 2 / (1 - x)**2 * value / (2 * np.pi)
assert abs(E_frequency - E_trace) < 1e-7
E_coupling = coupling_energy(D, K, K, K)
assert abs(E_coupling - E_trace) < 1e-8
E_mp2 = mp.MP2(mf).kernel()[0]
denominator = gaps[:, None] + gaps[None, :]
E_direct2 = -2 * np.sum(ovov**2 / denominator)
print("WATER, 6-31G, HARTREE-FOCK ORBITALS (hartree)")
print("bond = %.2f bohr, angle = %.1f degrees" % (bond, angle))
print("occupied, virtual, pairs =", no, nv, M)
print("Hartree-Fock energy = %.6f" % E_hf)
print("sum Omega = %.8f" % omega.sum())
print("Tr A = %.8f" % np.trace(A))
print("lowest gap, lowest Omega = %.6f %.6f" % (gaps.min(), omega[0]))
print("direct Ec, trace = %.8f" % E_trace)
print("direct Ec, trace = %.5f eV" % (E_trace * HARTREE_EV))
print("direct Ec, ring amplitudes = %.8f" % E_ring)
print("direct Ec, frequency integral = %.8f" % E_frequency)
print("direct Ec, coupling integral = %.8f" % E_coupling)
print("amplitude iterations, norm T = %d %.5f"
      % (iterations, np.linalg.norm(T, 2)))
print("largest ring residual = %.1e" % np.abs(residual(A, B, T)).max())
print("direct MP2, full MP2 = %.8f %.8f" % (E_direct2, E_mp2))


# ---- BSE matrices with static screening and Hartree-Fock gaps ----
def bse_kernels(s):
    """Singlet and triplet kernels for Coulomb interaction scaled by s."""
    response = np.linalg.inv(D + 4 * s * ovov)
    pair = v[:, :, o, u].reshape(no + nv, no + nv, M)
    W = s * v - 4 * s**2 * np.einsum("pqm,mn,rsn->pqrs", pair, response,
                                     pair, optimize=True)
    WA = W[o, o, u, u].transpose(0, 2, 1, 3).reshape(M, M)
    WB = W[o, u, o, u].transpose(0, 3, 2, 1).reshape(M, M)
    return s * K - WA, s * K - WB, -WA, -WB


def bse_energies(s):
    kAs, kBs, kAt, kBt = bse_kernels(s)
    singlet = trace_energy(D + kAs, kBs)
    triplet = trace_energy(D + kAt, kBt)
    return singlet, triplet, coupling_energy(D, kAs, kBs, s * K)


singlet, triplet, E_bse_coupling = bse_energies(1.0)
E_bse_trace = singlet + 3 * triplet
kAs, kBs, kAt, kBt = bse_kernels(1.0)
for kA, kB, energy in ((kAs, kBs, singlet), (kAt, kBt, triplet)):
    T_bse, _ = iterate_amplitudes(D + kA, kB)
    assert abs(0.5 * np.trace(kB @ T_bse) - energy) < 1e-9
assert abs(singlet - E_bse_coupling) > 1e-3
assert abs(E_bse_trace - E_bse_coupling) > 1e-3
s = 1e-3
s1, t1, c1 = bse_energies(s)
ratio_trace = (s1 + 3 * t1) / (s**2 * E_mp2)
ratio_coupling = c1 / (s**2 * E_mp2)
ratio_direct = trace_energy(D + s * K, s * K) / (s**2 * E_direct2)
assert abs(ratio_trace - 2) < 0.01
assert abs(ratio_coupling - 1) < 0.01
assert abs(ratio_direct - 1) < 0.01
print("WATER, BSE MATRICES WITH HARTREE-FOCK GAPS (hartree)")
print("singlet trace energy = %.6f" % singlet)
print("one triplet trace energy = %.6f" % triplet)
print("singlet + 3 triplets = %.6f" % E_bse_trace)
print("Coulomb coupling integral = %.6f" % E_bse_coupling)
print("weak-coupling scale s = %.3f" % s)
print("direct trace / (s^2 direct MP2) = %.5f" % ratio_direct)
print("BSE trace / (s^2 MP2) = %.5f" % ratio_trace)
print("BSE coupling integral / (s^2 MP2) = %.5f" % ratio_coupling)
print("tests ok")
```

It prints:

```
TWO BOSON MODES (hartree; T dimensionless)
A11 A12 A22 = 1.0 0.1 1.4
B11 B12 B22 = 0.4 0.2 0.3
Omega1 Omega2 = 0.898976 1.357145
sum Omega, Tr A = 2.256121 2.400000
T11 T12 T22 = -0.204752 -0.076312 -0.104845
Ec trace formula = -0.07193950
Ec Tr(BT)/2 = -0.07193950
Ec Fock diagonalization = -0.07193950
vacuum weight, Fock = 0.967307
vacuum weight, determinant = 0.967307
norm T, norm of wrong root = 0.24601 5.23021
energy of wrong root = -0.970916
N TWO-LEVEL FERMIONS (hartree; T dimensionless)
gap, g = 1.0 0.5
boson Omega = 1.414214
boson limit Ec, T = -0.042893 -0.171573
N =  50: exact Ec, T = -0.042480 -0.171645
N = 100: exact Ec, T = -0.042687 -0.171609
N = 200: exact Ec, T = -0.042790 -0.171591
N = 400: exact Ec, T = -0.042842 -0.171582
Ec error ratio N=200 to N=400 = 2.0017
WATER, 6-31G, HARTREE-FOCK ORBITALS (hartree)
bond = 1.81 bohr, angle = 104.5 degrees
occupied, virtual, pairs = 5 8 40
Hartree-Fock energy = -75.983982
sum Omega = 233.53029380
Tr A = 233.80718184
lowest gap, lowest Omega = 0.704994 0.727799
direct Ec, trace = -0.13844402
direct Ec, trace = -3.76725 eV
direct Ec, ring amplitudes = -0.13844402
direct Ec, frequency integral = -0.13844402
direct Ec, coupling integral = -0.13844402
amplitude iterations, norm T = 12 0.19416
largest ring residual = 3.6e-15
direct MP2, full MP2 = -0.19739744 -0.12885281
WATER, BSE MATRICES WITH HARTREE-FOCK GAPS (hartree)
singlet trace energy = -0.116890
one triplet trace energy = -0.022476
singlet + 3 triplets = -0.184319
Coulomb coupling integral = -0.129872
weak-coupling scale s = 0.001
direct trace / (s^2 direct MP2) = 0.99950
BSE trace / (s^2 MP2) = 1.99811
BSE coupling integral / (s^2 MP2) = 1.00021
tests ok
```
